# Escape from an absorbing Coulomb centre in one dimension

Anyone calculating the yield of free carriers on a molecular chain must decide how the field enters. One choice is to compute an escape probability at zero field and add a field correction. The other is to keep the field from the start. For an absorbing centre on an unbounded line the first choice fails, because the zero-field probability is zero and the field supplies the leading term. The same result decides how long a simulated chain must be, since a chain that is too short gives a false zero-field yield.

## Stage 1: an absorber without attraction

A carrier of charge $e>0$ diffuses on $x>0$ and is removed on reaching $x=0$. A field $F>0$ pushes it towards larger $x$, which I call downstream. Its energy is $U=-eFx$. With $u=U/kT$ and $f=eF/kT$, an inverse length, $u=-fx$.

The temperature $T$ and diffusion coefficient $D$ are constant, and the motion is overdamped. In a short time $dt$ the carrier has mean displacement $-Du'\,dt$ and mean square displacement $2D\,dt$. Let $P(x)$ be the probability of reaching $x=L$ before $x=0$. The average of $P$ after a short step must equal $P$ before it, so expanding to first order in $dt$ gives

$$D\left(P''-u'P'\right)=0 .$$

Hence $(e^{-u}P')'=0$ and $P'\propto e^{u}$. Here $e^u=e^{-fx}$, and the conditions $P(0)=0$, $P(L)=1$ give

$$P_L(x_0)=\frac{1-e^{-fx_0}}{1-e^{-fL}} .$$

For $L\to\infty$ this becomes $1-e^{-fx_0}$, which is $fx_0$ at small field. The linear law is already present without any Coulomb force. A carrier that diffuses freely on a half-line returns to the origin sooner or later, and only drift over distances of order $1/f$ prevents the return.

The order of limits matters. If $f\to0$ at fixed $L$, the result is $x_0/L$, not zero. The linear law therefore needs $fL\gg1$.

## Stage 2: adding the Coulomb attraction

Let the centre attract the carrier in a medium of permittivity $\varepsilon$:

$$U=-\frac{e^2}{4\pi\varepsilon x}-eFx,\qquad u=-\frac{r_c}{x}-fx,\qquad r_c=\frac{e^2}{4\pi\varepsilon kT}.$$

At the distance $r_c$ the Coulomb energy has magnitude $kT$. The relation $P'\propto e^u$ still holds, so define

$$S(x)=\int_0^x e^{-r_c/y-fy}\,dy .$$

The integral converges at the origin, where the integrand vanishes. With $P(0)=0$ and $P(L)=1$,

$$P_L(x_0)=\frac{S(x_0)}{S(L)} .$$

This reading requires that the carrier really leaves the interval $(0,L)$, although the force diverges at one end. The mean exit time $\tau$ obeys $D(\tau''-u'\tau')=-1$, that is $(e^{-u}\tau')'=-e^{-u}/D$, with $\tau(0)=\tau(L)=0$. Its solution is

$$\tau(x)=\frac1D\left\{\left[1-\frac{S(x)}{S(L)}\right]\int_0^x S e^{-u}dy+\frac{S(x)}{S(L)}\int_x^L[S(L)-S]e^{-u}dy\right\}.$$

To check it, differentiate. The terms from the moving limits cancel, and $S'=e^u$ leaves

$$e^{-u}\tau'=\frac{1}{D\,S(L)}\left\{-\int_0^xSe^{-u}dy+\int_x^L[S(L)-S]e^{-u}dy\right\}.$$

The derivative of the right side is $-e^{-u}/D$, as required. The doubtful point is the lower end of the first integral. Since

$$\frac{d}{dy}\left(\frac{y^2}{r_c}e^{-r_c/y}\right)=e^{-r_c/y}\left(1+\frac{2y}{r_c}\right),$$

$S(y)$ behaves near the origin as $(y^2/r_c)e^{-r_c/y}$. Then $Se^{-u}\to y^2/r_c$, which is integrable, and $\tau$ is finite.

Now let $L$ grow. A carrier that is never absorbed must reach every $L$. Conversely, one that reaches every $L$ before the centre is never absorbed, because the drift is bounded at large $x$ and infinity is not reached in finite time. The escape probability is therefore

$$P(x_0)=\frac{S(x_0)}{S(\infty)} .$$

The diffusion coefficient has cancelled: it sets how long the outcome takes, not which outcome occurs.

**The upstream side.** For a carrier starting on the other side, measure $x$ as its distance from the centre. The field now drives it inwards and $u=-r_c/x+fx$. The integral of $e^u$ up to $L$ diverges as $L\to\infty$, so the escape probability is zero. An absorbing centre also prevents the carrier from crossing to the favourable side. As a test I took $r_c=1$, $f=0.5$ and $x_0=1$ in arbitrary length units and solved the backward equation by finite differences. Between $L=10$ and $L=20$ the chance of reaching $L$ fell by the factor $e^{-5}$, to within 10 per cent.

## Stage 3: the Bessel function

The full integral $S(\infty)$ has two competing exponents, $r_c/x$ and $fx$. They are equal at $x=\sqrt{r_c/f}$, which suggests the substitution $x=\sqrt{r_c/f}\,e^t$. Then

$$\frac{r_c}{x}+fx=\sqrt{r_cf}\,(e^{-t}+e^{t})=z\cosh t,\qquad z=2\sqrt{r_cf},$$

and $dx=\sqrt{r_c/f}\,e^t\,dt$, with $t$ running from $-\infty$ to $\infty$. Write $e^t=\cosh t+\sinh t$. The $\sinh t$ part is odd and integrates to zero. The $\cosh t$ part is even, so

$$S(\infty)=2\sqrt{\frac{r_c}{f}}\int_0^\infty e^{-z\cosh t}\cosh t\,dt=2\sqrt{\frac{r_c}{f}}\,K_1(z),$$

where the last integral is the standard representation of $K_1$. The escape probability is

$$\boxed{P(x_0)=\frac{\displaystyle\int_0^{x_0}e^{-r_c/y-fy}\,dy}{2\sqrt{r_c/f}\;K_1\!\left(2\sqrt{r_cf}\right)}}$$

To test this against the process itself, 20 000 Brownian paths were simulated with $r_c=f=x_0=1$. The escaping fraction was 0.2522 with standard error 0.0031, and the formula gives 0.2581. The difference is 1.9 standard errors. The paths also carry a time-step error, which this run does not separate from the noise.

## Stage 4: proof of the linear law

Put $x=s/f$ in the full integral and define $a=r_cf=z^2/4$:

$$S(\infty)=\frac{J(a)}{f},\qquad J(a)=\int_0^\infty e^{-s-a/s}\,ds=zK_1(z).$$

The last equality follows from $2f\sqrt{r_c/f}=2\sqrt{r_cf}=z$. It remains to show that $J\to1$ as $a\to0$. Clearly $J\le1$. For the other side, $1-e^{-a/s}$ is at most 1 and at most $a/s$. Using the first bound below $s=a$ and the second above it,

$$1-J=\int_0^\infty e^{-s}\left(1-e^{-a/s}\right)ds\le\int_0^a e^{-s}ds+a\int_a^\infty\frac{e^{-s}}{s}ds\le a\,[1+E_1(a)],$$

where $E_1(a)=\int_a^\infty e^{-s}ds/s$. For $a<1$, splitting this integral at $s=1$ gives $E_1(a)\le\ln(1/a)+1/e$. Since $a\ln(1/a)\to0$, $J\to1$.

In the numerator, $e^{-fx_0}\le e^{-fy}\le1$ for $0\le y\le x_0$. With $I_0=\int_0^{x_0}e^{-r_c/y}dy$ this gives

$$fI_0e^{-fx_0}\le P\le\frac{fI_0}{1-a[1+E_1(a)]},$$

provided the last denominator is positive. Dividing by $f$ and letting $f\to0$ at fixed $x_0$ squeezes $P/f$ to $I_0$:

$$\boxed{P=\frac{eF}{kT}\,I_0+o(F)}$$

So the probability vanishes linearly, with a finite nonzero slope. To evaluate $I_0$, integrate by parts:

$$I_0=x_0e^{-r_c/x_0}-r_c\int_0^{x_0}\frac{e^{-r_c/y}}{y}\,dy .$$

With $v=r_c/y$ one has $dy/y=-dv/v$, and the remaining integral is $E_1(r_c/x_0)$. Hence

$$I_0=x_0e^{-r_c/x_0}-r_cE_1(r_c/x_0).$$

Two limits check this. For $r_c\to0$ it gives $I_0\to x_0$, the slope found in Stage 1. For $x_0\ll r_c$ the small-distance form of $S$ gives $I_0\simeq(x_0^2/r_c)e^{-r_c/x_0}$. The attraction makes the slope small but leaves the power of the field unchanged.

A numerical test at $r_c=x_0=1$ doubled $r_cf$ from $10^{-6}$ to $2\times10^{-6}$. The logarithmic slope of $P$ against field was 1.000017.

**Comparison with three dimensions.** For an isotropic medium at zero field, the backward equation is $(r^2e^{-u}P')'=0$ with $u=-r_c/r$. Thus $P'\propto e^{-r_c/r}/r^2$, which integrates to $e^{-r_c/r}/r_c$. With $P=0$ at the centre and $P=1$ at infinity, $P=e^{-r_c/x_0}$. The factor $1/r^2$ makes the integral converge without a field. On a line that factor is missing, and the field must supply the convergence.

## Stage 5: how quickly the law becomes linear

The bound does not give the size of the first correction. Differentiating $J$,

$$J'(a)=-\int_0^\infty e^{-s-a/s}\frac{ds}{s}.$$

The substitution $s\to a/s$ exchanges the two exponents, preserves $ds/s$, and maps $(0,\sqrt a)$ onto $(\sqrt a,\infty)$. Both parts are therefore equal:

$$J'(a)=-2\int_{\sqrt a}^\infty e^{-s-a/s}\frac{ds}{s}.$$

Replacing $e^{-a/s}$ by 1 changes this integral by at most $\int_{\sqrt a}^\infty a\,ds/s^2=\sqrt a$. Using $E_1(\sqrt a)=-\tfrac12\ln a-\gamma+O(\sqrt a)$, with Euler's constant $\gamma\simeq0.577$, gives $J'=\ln a+2\gamma+O(\sqrt a)$. Integration from $J(0)=1$ yields

$$J=1+a(\ln a+2\gamma-1)+O(a^{3/2}).$$

The numerator is $I_0-fI_1+O(f^2)$, with $I_1=\int_0^{x_0}y\,e^{-r_c/y}dy$. Dividing,

$$\frac{P}{fI_0}=1+a\left[\ln\frac1a+1-2\gamma\right]-f\frac{I_1}{I_0}+o(f).$$

The logarithm means that $P$ has no ordinary Taylor series in the field beyond the linear term. For a start within $r_c$ of the centre, it also makes the linear law set in at a lower field than the estimate $r_cf<1$ suggests. For a start far outside $r_c$, the last term is the larger one except at very low fields, where both corrections are negligible. The condition then becomes $fx_0\ll1$.

## Stage 6: the strong-field limit

For $z\gg1$ the integral for $K_1$ comes from small $t$, where $\cosh t\simeq1+t^2/2$ in the exponent and $\cosh t\simeq1$ in front. The Gaussian integral gives $K_1\simeq\sqrt{\pi/(2z)}\,e^{-z}$. Inserting $z=2\sqrt{r_cf}$,

$$S(\infty)\simeq\sqrt\pi\,r_c^{1/4}f^{-3/4}e^{-z},\qquad P\simeq\frac{S(x_0)\,f^{3/4}}{\sqrt\pi\,r_c^{1/4}}\,e^{z}.$$

The exponent is the Poole-Frenkel barrier lowering, because

$$kTz=2\sqrt{\frac{e^2}{4\pi\varepsilon}\,eF}=\sqrt{\frac{e^3F}{\pi\varepsilon}} .$$

The barrier top follows from $u'=r_c/x^2-f=0$. It lies at $x_m=\sqrt{r_c/f}$, where $u=-z$. At $z=40$ direct integration agreed with the asymptotic form of $S(\infty)$ to within 1.5 per cent.

The prefactor $f^{3/4}$ adds $1.5/z$ to the slope of $\ln P$ against $z$, which is 1 for the exponential alone. For $e^z$ to control the field dependence of $P$, $z$ must therefore be large and $\ln S(x_0)$ must change slowly with $z$. For a start well inside the barrier top, $S(x_0)$ comes mostly from $y$ near $x_0$, so the slope of its logarithm is about $-2fx_0/z=-x_0/x_m$. The second condition is therefore $x_0\ll x_m$. The top has a width found from $u''(x_m)=-2r_c/x_m^3$, namely $\sqrt{x_m^3/(2r_c)}=x_m/\sqrt z$. A carrier starting within that distance of the top is already partly over it.

## Stage 7: numbers for a polymer chain

Take a carrier on a long conjugated chain, idealised as straight and parallel to the field. The values are rough: relative permittivity 3, temperature 300 K, and a start $x_0=5$ nm from a charged centre. The field is 0.001 MV/cm, or $10^{-4}$ V/nm.

With $kT=0.02585$ eV, $r_c=18.57$ nm and

$$f=\frac{10^{-4}}{0.02585}=0.003868\ \mathrm{nm^{-1}},\qquad \frac1f=258.5\ \mathrm{nm}.$$

Then $r_cf=0.0718$, $z=0.536$ and $K_1(z)=1.514$. The barrier top is at 69.28 nm, so the denominator is $2(69.28)(1.514)=209.8$ nm. The numerator is 0.02210 nm, and

$$P=\frac{0.02210}{209.8}=1.05\times10^{-4}.$$

A finite-difference solution of the backward equation gives the same value. The linear law, with $I_0=0.02247$ nm, gives $fI_0=8.69\times10^{-5}$. The full result is 21 per cent above it. Including the first correction gives $1.01\times10^{-4}$, which is 4 per cent below the full result.

The next table holds everything but the field fixed. The last column is the chance of reaching the end of a 5 µm chain before the centre.

| $F$ (MV/cm) | $P$ | $P/(fI_0)$ | 5 µm chain |
|---|---|---|---|
| $10^{-5}$ | $8.74\times10^{-7}$ | 1.005 | $5.06\times10^{-6}$ |
| $10^{-4}$ | $8.99\times10^{-6}$ | 1.034 | $1.06\times10^{-5}$ |
| $10^{-3}$ | $1.05\times10^{-4}$ | 1.21 | $1.05\times10^{-4}$ |
| $10^{-2}$ | $2.06\times10^{-3}$ | 2.37 | $2.06\times10^{-3}$ |
| $10^{-1}$ | 0.117 | 13.4 | 0.117 |

The condition $r_cf=1$ is met at 0.0139 MV/cm, but at 0.001 MV/cm the linear law is already 17 per cent below the full result. At the low end the finite chain takes over: at zero field it gives $4.60\times10^{-6}$, close to $I_0/L=4.49\times10^{-6}$. For a start inside $r_c$, as here, a useful linear range requires $1/L\ll f\ll1/r_c$. For this 5 µm chain the range is narrow and lies between two tabulated fields: at both $10^{-4}$ and $10^{-3}$ MV/cm the finite-chain value already exceeds $fI_0$ by more than 20 per cent, and even at its best, near $2$ to $3\times10^{-4}$ MV/cm, the excess is about 8 per cent.

At 0.1 MV/cm the barrier top is near 6.9 nm and its width is about 3 nm. The start at 5 nm lies within that width, so the growth of $P$ there cannot be read as a pure Poole-Frenkel exponential.

## Stage 8: what a real chain changes

The main field is low for an operating device; it was chosen to show the approach to linearity. The 5 µm length is an assumption, and chain ends or defects would shorten the usable path. The straight shape is also an assumption, and it matters a great deal. On a bent chain the carrier must at times move against the field. If a 5 µm chain starts along the field but bends at random with a persistence length of 100 nm, the median chance of reaching its end falls to about $5\times10^{-6}$, some twenty times below the straight-chain value. A further assumption is that the carrier stays on one chain. Suppose it can hop to four neighbouring chains 0.7 nm away at a constant rate. The probability that it avoids absorption on its original chain, either by escaping along it or by hopping off, then depends on the ratio of sideways to along-chain diffusion:

- ratio $10^{-3}$: $3.3\times10^{-2}$;
- ratio $10^{-5}$: $7.1\times10^{-4}$;
- ratio $10^{-7}$: $1.15\times10^{-4}$.

These values are upper bounds on final escape in this hopping model, since a carrier that hops off may return and be absorbed. Most such carriers do return. If the centre also attracts carriers on the neighbouring chains and the hopping rates obey detailed balance, final escape is about twice the one-dimensional value at a ratio of $10^{-3}$ and within 5 per cent of it at $10^{-5}$. At these two ratios, counting every sideways hop as an escape therefore greatly overstates the yield. At $10^{-7}$ the overstatement is only about 10 per cent. For comparison, the isotropic three-dimensional factor at zero field is $e^{-r_c/x_0}=0.0244$.

Energetic disorder is also left out, and it can matter as much as the parameters below. Give the sites, 0.5 nm apart, independent Gaussian energies with a standard deviation of 0.05 eV, about $2kT$, and let the hopping rates depend symmetrically on the energy step. The middle 80 per cent of chains then have yields between roughly 0.2 and 2 times the ordered value, with the median near 0.6. The spread depends on the rate law: with the Miller-Abrahams rates described below it runs from about 0.08 to 1.8, with the median near 0.3. The formula therefore describes an ordered chain, not each chain in a disordered film.

The parameters matter too. At the main field, a relative permittivity of 2.5 gives $4.5\times10^{-5}$ and 3.5 gives $2.0\times10^{-4}$. With permittivity 3, temperatures of 250 K and 350 K give $5.6\times10^{-5}$ and $1.6\times10^{-4}$. An uncertainty of 0.5 in the permittivity thus changes the answer by about a factor of two, more than the error of the linear law at this field.

The other effects sized here are smaller:

- Hopping between sites 0.5 nm apart, with absorption at the first site, lowers $P$ by 2.5 per cent if the rates vary as $e^{-\Delta U/2kT}$ with the energy step $\Delta U$. With Miller-Abrahams rates, in which downhill hops are not accelerated, it raises $P$ by about 29 per cent.
- A capture radius of 2 nm lowers it by about 0.1 per cent.
- Screening by $10^{14}$ carriers per cm³, with a screening length of 207 nm, raises it by 3.5 per cent in a mean-field estimate. Only about four carriers lie within a screening length, so their individual fields matter more. If carriers of both signs, $10^{14}$ per cm³ in total, are fixed at random, uncorrelated positions, the middle 80 per cent of yields lie between roughly 0.7 and 1.3 times the unscreened value.
- Coherent tunnelling at the starting energy, with a rough mass of 0.1 electron masses, has an exponent of about 600 and is negligible.
- The applied field supplies only about $0.002\,kT$ per site. The Coulomb step is larger, about $0.4\,kT$ per site at the start and $2.3\,kT$ at 2 nm, so local thermal equilibrium is an assumption near the centre.

The remaining values are in the numerical output. For a calculation, the decision comes in two steps. First check the chain itself: it should be straight and lie along the field, its site energies should vary by much less than $kT$, and sideways hopping, with return counted, should add little to the escape. If all this holds and the carrier starts downstream of the centre, use the Bessel formula when $fL\gg1$ and the chain also extends well beyond the barrier top at $\sqrt{r_c/f}$. If such a chain is too short for that, use the ratio $S(x_0)/S(L)$, provided its far end collects the carrier. If the end reflects the carrier instead, it can return and be absorbed, and the ratio gives only the chance of reaching the end first. Both expressions assume continuous diffusion. For hopping between discrete sites the rate law can shift them by tens of per cent: Miller-Abrahams rates raise the yield of this example by 29 per cent at 0.001 MV/cm and by 14 per cent at 0.1 MV/cm. The linear law is a low-field check on the Bessel formula, not a substitute for it at ordinary device fields.

## Numbers as computed

```
DIMENSIONLESS CHECK rc = f = x0 = 1
escape, simulated paths: 0.2522 (std error 0.0031)
escape, Bessel formula: 0.2581
log-log slope of P against field at rc*f = 1e-6: 1.000017
EXAMPLE
relative permittivity 3.0, temperature 300 K
start x0 = 5.0 nm, field = 0.0010 MV/cm
thermal energy kT = 0.02585 eV
Coulomb length rc = 18.567 nm, rc/x0 = 3.7134
f = 0.003868 1/nm, 1/f = 258.52 nm
rc*f = 0.07182, z = 0.53598, K1(z) = 1.51411
z*K1(z) = 0.81154, lower bound 0.77543
numerator S(x0) = 0.022103 nm
denominator = 209.798 nm
zero-field integral I0 = 0.022472 nm
escape probability P = 1.0535e-04
P from finite differences = 1.0535e-04
linear law f*I0 = 8.6926e-05
linear law with first correction = 1.0096e-04
slope dP/dF at zero field = 0.08693 per MV/cm
barrier top at 69.28 nm, 3.197 kT above the start
field at which rc*f = 1: 0.01392 MV/cm
F (MV/cm) | z | P | linear law | P/linear | P on 5 um chain
1e-05 | 0.0536 | 8.7356e-07 | 8.6926e-07 | 1.0049 | 5.0629e-06
1e-04 | 0.1695 | 8.9883e-06 | 8.6926e-06 | 1.0340 | 1.0566e-05
1e-03 | 0.5360 | 1.0535e-04 | 8.6926e-05 | 1.2120 | 1.0535e-04
1e-02 | 1.6949 | 2.0614e-03 | 8.6926e-04 | 2.3714 | 2.0614e-03
1e-01 | 5.3598 | 1.1689e-01 | 8.6926e-03 | 13.4471 | 1.1689e-01
zero field, 5 um chain: P = 4.5972e-06
NEGLECTED EFFECTS at the main field
three-dimensional zero-field factor exp(-rc/x0) = 2.4396e-02
chance to avoid absorption on the chain, gap 0.7 nm,
  sideways/along diffusion ratio 1e-03: 3.2521e-02
  sideways/along diffusion ratio 1e-05: 7.1072e-04
  sideways/along diffusion ratio 1e-07: 1.1540e-04
hopping sites 0.5 nm apart: P = 1.0267e-04
capture radius 2 nm: P = 1.0527e-04
screening by 1e+14 carriers/cm3, length 207.0 nm: P = 1.0905e-04
tunnelling (mass 0.1 m_e): exit at 960.0 nm, exponent 624.9
energy gained per site = 0.00193 kT
relative permittivity 2.5: P = 4.5203e-05
relative permittivity 3.5: P = 1.9515e-04
temperature 250 K: P = 5.5916e-05
temperature 350 K: P = 1.6431e-04
```
